# Lifetime and Linewidth of a Silicon Phonon with a Micrometre Free Path

## Problem

A packet of lattice vibrations in silicon, with frequency $f_0=1.5$ THz, travels at group speed $v=6400$ m/s. Its energy falls with distance as $e^{-x/\Lambda}$, where the mean free path is $\Lambda=1000$ nm.

1. What is the energy lifetime $\tau$?
2. If this loss is the only cause of broadening, what is the shape of the power spectrum at a single wave number, and what is its full width at half maximum?
3. How far do direction, dispersion, temperature, uneven strain and the surfaces of a thin layer move that width?

The algebra uses atomic units, in which $\hbar=1$, so an angular frequency is also an energy. Numbers are given in laboratory units.

## From free path to lifetime

Let the chance of losing the phonon in a short time $dt$ be $dt/\tau$, independent of its past. The surviving fraction $P$ then obeys $dP/dt=-P/\tau$, so $P=e^{-t/\tau}$. The chance that the loss falls between $t$ and $t+dt$ is $P\,dt/\tau$, and the mean flight time is

$$
\int_0^\infty t\,e^{-t/\tau}\,\frac{dt}{\tau}=\tau .
$$

The energy moves at the group speed, so $x=vt$ and $e^{-t/\tau}=e^{-x/(v\tau)}$. Comparison with $e^{-x/\Lambda}$ gives $\Lambda=v\tau$, or

$$
\tau=\frac{\Lambda}{v}=\frac{1.000\times10^{-6}\ \text{m}}{6400\ \text{m/s}}=156\ \text{ps}.
$$

## From energy decay to amplitude decay

The energy of a vibration is proportional to the square of its amplitude. If the energy falls as $e^{-t/\tau}$, the amplitude falls as $e^{-t/(2\tau)}$. The amplitude therefore lasts twice as long as the energy, with a decay time of 312 ps.

It may seem odd that a phonon lost in a single scattering event should have a smoothly decaying amplitude. A simple model shows how this comes about. Let a mode of angular frequency $\omega_0$ and amplitude $c$ be coupled with equal strength $g$ to many other modes of amplitudes $b_k$, whose frequencies differ from $\omega_0$ by $\Delta_k$. With the free oscillations factored out,

$$
i\dot c=g\sum_k b_k e^{-i\Delta_k t},\qquad
i\dot b_k=g\,c\,e^{i\Delta_k t}.
$$

The other modes start empty. Integrating the second equation gives $b_k(t)=-ig\int_0^t c(s)e^{i\Delta_k s}ds$. Inserting this in the first, with $u=t-s$, gives

$$
\dot c(t)=-g^2\int_0^t c(t-u)\sum_k e^{-i\Delta_k u}\,du .
$$

Let the other modes fill the band $-W<\Delta<W$ densely, with $\rho$ modes per unit frequency. The sum becomes

$$
\rho\int_{-W}^{W}e^{-i\Delta u}\,d\Delta=2\rho\,\frac{\sin Wu}{u}.
$$

For a wide band this is concentrated at $u$ of order $1/W$, a time in which $c$ hardly changes, so $c(t-u)$ may be replaced by $c(t)$. Since $\int_0^\infty(\sin Wu)/u\,du=\pi/2$,

$$
\dot c=-\pi g^2\rho\,c,\qquad |c|^2=e^{-2\pi g^2\rho\,t}.
$$

The population decays at the rate $\Gamma=2\pi g^2\rho=1/\tau$ and the amplitude at $\Gamma/2$. The sudden event belongs to the detection of the phonon in another mode; the amplitude to remain in the first mode shrinks smoothly. The result needs weak coupling, $\Gamma\ll W$, and times well below $2\pi\rho$, after which evenly spaced modes return the energy.

## The spectrum

Consider the part of the packet that has a single wave number. A packet shorter than the free path contains a wide spread of wave numbers, and the signal it gives at a fixed point is broader than the line found here. Let the vibration of this one part start at $t=0$ as $u(t)=e^{-t/(2\tau)}\cos\omega_0t$. Writing the cosine as two exponentials, its Fourier integral is

$$
U(\omega)=\int_0^\infty u(t)e^{i\omega t}dt
=\frac12\left[\frac{1}{\frac{1}{2\tau}-i(\omega-\omega_0)}+\frac{1}{\frac{1}{2\tau}-i(\omega+\omega_0)}\right].
$$

At $\omega=\omega_0$ the first term in the bracket is $2\tau$, while the second has size close to $1/(2\omega_0)$. Their ratio is $1/(4\omega_0\tau)$. Here $\omega_0\tau=2\pi f_0\tau\approx1470$, so the second term is smaller by a factor of about 5900 and can be dropped. The power spectrum near resonance is then

$$
|U(\omega)|^2=\frac{1}{4}\,\frac{1}{(\omega-\omega_0)^2+\left(\frac{1}{2\tau}\right)^2}.
$$

This is a Lorentzian. It falls to half its peak when the two terms in the denominator are equal, at $\omega-\omega_0=\pm1/(2\tau)$. The distance between these points is

$$
\Gamma=\frac1\tau=\frac v\Lambda .
$$

This width is an angular frequency, 6.4 rad/ns. The width in ordinary frequency is smaller by $2\pi$:

$$
\Delta f=\frac{1}{2\pi\tau}=\frac{v}{2\pi\Lambda}
=\frac{1}{2\pi\times156.25\ \text{ps}}=1.02\ \text{GHz}.
$$

As an energy the width is $\hbar/\tau=4.2\ \mu$eV. Had 156 ps been the lifetime of the amplitude, the width would have been twice as large, 2.04 GHz.

The ratio $f_0/\Delta f$ is about 1470, so the line is very narrow compared with its own frequency. In space, the wavelength is roughly $v/f_0=4.3$ nm, and one free path holds about 234 wavelengths. Since $f_0/\Delta f=2\pi\Lambda f_0/v$, the two statements are the same apart from a factor $2\pi$. Dropping the second term of the spectrum requires $\omega_0\tau\gg1$, which means a free path much longer than $1/(2\pi)$ of a wavelength.

At fixed speed the width varies as $1/\Lambda$. A path of 100 nm gives 10.2 GHz, and one of 10,000 nm gives 0.10 GHz. A spectrum of free paths is thus also a spectrum of linewidths, provided that the speed of each phonon is known and that the paths describe loss from the mode. Paths deduced from heat flow can be longer, because scattering through small angles hardly hinders the flow.

## What moves the width

**Direction and polarization.** In a cubic crystal, the squared sound speeds along a unit vector $\mathbf n$, multiplied by the mass density $\rho_m$, are the eigenvalues of the matrix

$$
M_{ii}=C_{11}n_i^2+C_{44}(1-n_i^2),\qquad M_{ij}=(C_{12}+C_{44})n_in_j\quad(i\ne j).
$$

As inputs for a model crystal close to silicon, take $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, with $\rho_m=2330$ kg/m³. Consider the wave along [110] with displacement along $[1\bar10]$, and the wave along [111] with displacement along the direction of travel. Their eigenvalues are

$$
M_{11}-M_{12}=\frac{C_{11}-C_{12}}2=51\ \text{GPa},\qquad
M_{11}+2M_{12}=\frac{C_{11}+2C_{12}+4C_{44}}3=205\ \text{GPa}.
$$

Dividing by $\rho_m$ and taking the root gives 4680 and 9370 m/s. A numerical scan over all directions and branches finds lowest and highest speeds that agree with these two within half a percent. They are also group speeds: the group velocity differs from $v\mathbf n$ by the change of $v$ with direction, which vanishes at an extreme. At a fixed path of 1000 nm the width runs from 0.74 to 1.49 GHz.

The given 6400 m/s is a representative value, not the speed of a particular sound wave. In this model crystal it falls in a gap: transverse group speeds stay below 6000 m/s, and longitudinal ones start near 8400 m/s. Another choice is the Debye average, in which $v^{-3}$ is averaged over directions and the three branches. It is 5900 m/s and gives 0.94 GHz.

**Dispersion.** Suppose that 6400 m/s is the long-wave speed $v_0$ of a branch $\omega=\omega_m\sin(qa/2)$, where $q$ is the wave number and $a$ the repeat length. Then $v_0=\omega_ma/2$, and

$$
v_g=\frac{d\omega}{dq}=v_0\cos\frac{qa}{2}=v_0\sqrt{1-\left(\frac{f_0}{f_m}\right)^2}.
$$

With a rough transverse zone-edge frequency $f_m=4.5$ THz, the root is $\sqrt{8/9}$ and $v_g=6030$ m/s. At fixed path the width drops to 0.96 GHz. This shows the size of the effect for a transverse branch and does not describe a real branch of silicon, since 6400 m/s is above every transverse speed of the model crystal. A longitudinal branch, with an edge frequency near 12 THz, is slowed by less than one percent at 1.5 THz.

**Temperature.** Let the phonon, with occupation $n$, be lost by merging with a thermal partner of occupation $n'$ into a phonon of occupation $n''$. The net loss is proportional to

$$
n\,n'(n''+1)-(n+1)(n'+1)n''.
$$

The coefficient of $n$ is $n'(n''+1)-(n'+1)n''=n'-n''$, and this sets the relaxation rate. When $k_BT$ is well above the phonon energies, each thermal occupation is close to $k_BT/(hf)$, so the rate is nearly proportional to $T$. For a rough partner frequency of 5 THz, the sum is 6.5 THz, and the full Bose occupations give a rate 1.37 times larger at 400 K than at 300 K. Proportionality to $T$ would give 1.33. These frequencies are not small compared with $k_BT/h$, since 6.5 THz corresponds to 312 K; the ratio stays near 1.33 because the first correction to each occupation is the constant $-1/2$, which cancels in $n'-n''$. The ratio depends on the partner, rising from 1.34 for a partner at 1.5 THz to 1.57 for one at 13 THz. If 1000 nm is the path at 300 K and all loss is of this kind, with frequencies and coupling held fixed, the width at 400 K is 1.40 GHz.

**Uneven strain.** At a fixed wave number, a relative volume change $\delta V/V$ shifts the frequency by $\delta f=-\gamma f_0\,\delta V/V$, where $\gamma$ is a Grüneisen parameter, here defined at fixed wave number. It differs between branches and is set to 1 here as an illustration. Let the volume strain vary so slowly in space that it is nearly constant over many free paths. If its values across the probed region have a Gaussian spread of full width 0.001 at half maximum, the line centres spread over

$$
1\times1.5\ \text{THz}\times0.001=1.5\ \text{GHz}.
$$

Adding Lorentzians of width 1.02 GHz with these centres gives, numerically, a line 2.12 GHz wide. Each part of the region still loses energy with a lifetime of 156 ps. Reading the observed width as pure loss would give $1/(2\pi\times2.12\ \text{GHz})=75$ ps, less than half the true value. Strain that varies over a shorter length $\ell$, still long compared with the wavelength, broadens the line less, because a moving phonon averages over the shifts. The averaging is effective when the spread in angular frequency times the crossing time $\ell/v$ is well below one. For Gaussian shifts whose correlation decays exponentially over $\ell=100$ nm, the spread of 0.001 gives a line only 1.10 GHz wide, but a spread of 0.01 still gives about 8 GHz, against about 16 GHz for slowly varying strain.

**Surfaces.** Let a second, independent loss have mean path $L$. The chance of surviving a short distance $dx$ is $(1-dx/\Lambda)(1-dx/L)$, which is $1-(1/\Lambda+1/L)dx$ to first order, so inverse paths add. For a 100 nm layer with fully diffuse surfaces, crossed at right angles, take $L=100$ nm. The combined path is $1/(1/1000+1/100)=90.9$ nm, and the loss rate divided by $2\pi$ is 11.2 GHz. This is only a scale for the loss and is not the full width of the line, because a surface is met after a definite distance and not with a constant chance per unit length. A phonon that starts at one surface has mean path $\Lambda(1-e^{-L/\Lambda})=95$ nm, close to the estimate. Phonons that start evenly through the layer have on average half as far to go, and their mean path is $\Lambda\left[1-(\Lambda/L)(1-e^{-L/\Lambda})\right]=48$ nm, which corresponds to 21 GHz. A wave that starts at one surface and is cut off sharply at the other, 100 nm away, has a much broader spectrum, with a full width of about $0.89\,v/L=57$ GHz.

## Table of cases

Each row changes one thing from the first row. The path stays at 1000 nm except in the 400 K and thin-layer rows.

| Case | Full width (GHz) |
|---|---:|
| As given, 6400 m/s | 1.02 |
| Slowest sound, 4680 m/s | 0.74 |
| Fastest sound, 9370 m/s | 1.49 |
| With dispersion, 6030 m/s | 0.96 |
| At 400 K | 1.40 |
| Strain spread 0.001 | 2.12 |
| 100 nm layer, diffuse surfaces, crossed from one surface to the other (loss rate over $2\pi$, not the line width) | about 11 |

## Beside real silicon

The free path of 1000 nm is an assumed input. In real silicon the path varies with frequency, branch and direction, so the estimate of 1 GHz is at best an order of magnitude. Of the changes in the table, the 100 nm layer has the largest effect: for phonons moving at right angles to fully diffuse surfaces, the mean path shrinks about elevenfold if they start at one surface and about twentyfold if they start evenly through the layer. A surface that is smooth on the scale of the 4.3 nm wavelength reflects partly like a mirror and removes less. Phonons on slanting paths meet the surfaces less often, and the increase is smaller. The bulk width is also hard to see directly. A spectrometer with a rough resolution of 1 meV has an instrumental width some 240 times larger than the 4.2 $\mu$eV line.

All numerical values are calculated from the stated model.
